# Hooke's atom at k = 1/4: exact wavefunction, energies and density: a numerical check

```python
# Hooke's atom, H = -1/2(lap1+lap2) + (k/2)(r1^2+r2^2) + 1/u, u=|r1-r2|, k=1/4, atomic units.
# Result under test: Psi = C(1+u/2)exp(-(r1^2+r2^2)/4), E=2, C^2=1/(4 pi^2.5 D), D=8+5 sqrt(pi);
# density n = sqrt2/(pi D) exp(-r^2/2) g(r), g = 7/4+r^2/4+(r+1/r)erf(r/sqrt2)+c exp(-r^2/2),
# c = sqrt(2/pi); Kohn-Sham orbital phi = sqrt(n/2), eigenvalue eps = 5/4 in the gauge
# v_Hxc = v_s - r^2/8 -> 0; Ts = int |grad n|^2/(8n); Ex = -U/2; Ec = E-Ts-Vext-U/2 ~ -0.0385.
# Independent road for v_Hxc: v_cond+v_kin+v_rest from the conditional amplitude Psi/phi(r1).
import numpy as np
import sympy as sp
from scipy.special import erf
from scipy.linalg import eigh, eigh_tridiagonal, solve
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from numpy.polynomial.legendre import leggauss

HA = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0] * 1e10
pi, rpi, c = np.pi, np.sqrt(np.pi), np.sqrt(2 / np.pi)
def gl(n, a, b):
    x, w = leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2
def close(a, b, tol):
    assert np.all(np.abs(np.asarray(a) - np.asarray(b)) < tol), (a, b)

# ---- symbolic: ansatz for the relative motion, Cartesian Schroedinger equation
u, a, w, e, r, x = sp.symbols('u a w e r x', positive=True)
chi = u * (1 + a * u) * sp.exp(-w * u**2 / 4)
res = sp.expand((-sp.diff(chi, u, 2) + (w**2 * u**2 / 4 + 1 / u - e) * chi) * sp.exp(w * u**2 / 4))
sol = sp.solve(sp.Poly(sp.expand(sp.simplify(res)), u).coeffs(), [a, w, e], dict=True)
assert sol == [{a: sp.Rational(1, 2), w: sp.Rational(1, 2), e: sp.Rational(5, 4)}]
X = sp.symbols('x1:7', real=True)
r12 = sp.sqrt(sum((X[i] - X[i + 3])**2 for i in range(3)))
rr = sum(q**2 for q in X)
psi = (1 + r12 / 2) * sp.exp(-rr / 4)
eloc = sp.lambdify(X, -sum(sp.diff(psi, q, 2) for q in X) / (2 * psi) + rr / 8 + 1 / r12, 'numpy')
E_local = eloc(*np.random.default_rng(1).normal(size=(6, 50)) * 1.5)
close(E_local, 2.0, 1e-10)
E = float(np.mean(E_local))

# ---- derived formulas
D = 8 + 5 * rpi
C2 = 1 / (4 * pi**2.5 * D)
Vee, Vext, T = (4 + 2 * rpi) / D, 3 / 8 + (4 + 21 * rpi / 8) / D, 3 / 8 + (2 + 13 * rpi / 8) / D
g = lambda s: 7 / 4 + s**2 / 4 + (s + 1 / s) * erf(s / 2**.5) + c * np.exp(-s**2 / 2)
dg = lambda s: s / 2 + (1 - 1 / s**2) * erf(s / 2**.5) + c * np.exp(-s**2 / 2) / s
lapg = lambda s: 1.5 + 2 * erf(s / 2**.5) / s
dens = lambda s: 2**.5 / (pi * D) * np.exp(-s**2 / 2) * g(s)
inv = lambda s: -.75 - s * dg(s) / (4 * g(s)) + lapg(s) / (4 * g(s)) - dg(s)**2 / (8 * g(s)**2)
inv0, n0 = -.75 + (1.5 + 2 * c) / (7 + 8 * c), 2**.5 / (pi * D) * (1.75 + 2 * c)
gs = (sp.Rational(7, 4) + r**2 / 4 + (r + 1 / r) * sp.erf(r / sp.sqrt(2))
      + sp.sqrt(2 / sp.pi) * sp.exp(-r**2 / 2))
for s in (0.4, 1.3, 3.1):
    close(float(sp.diff(gs, r).subs(r, s)), dg(s), 1e-12)
    close(float((sp.diff(gs, r, 2) + 2 * sp.diff(gs, r) / r).subs(r, s)), lapg(s), 1e-12)

# ---- exact large-r series of lap(phi)/(2 phi) - r^2/8 in x = 1/r
ga = sp.Rational(7, 4) + r**2 / 4 + r + 1 / r
L = sp.diff(ga, r) / (2 * ga) - r / 2          # phi'/phi
expr = (sp.diff(L, r) + L**2 + 2 * L / r) / 2 - r**2 / 8
num, den = sp.fraction(sp.cancel(sp.together(expr.subs(r, 1 / x))))
pn = sp.Poly(num, x).all_coeffs()[::-1] + [0] * 12
pd = sp.Poly(den, x).all_coeffs()[::-1] + [0] * 12
ser = []
for i in range(11):
    ser.append((pn[i] - sum(ser[j] * pd[i - j] for j in range(i))) / pd[0])
assert ser[:3] == [-sp.Rational(5, 4), 1, sp.Rational(1, 2)]
eps = float(-ser[0])

# ---- energies of the separated problems by diagonalization
def rel_level(l):
    out = []
    for hh in (0.01, 0.005):
        uu = hh * np.arange(1, int(round(20 / hh)))
        out.append(eigh_tridiagonal(2 / hh**2 + uu**2 / 16 + 1 / uu + l * (l + 1) / uu**2,
                   -np.ones(len(uu) - 1) / hh**2, select='i', select_range=(0, 0))[0][0])
    return (4 * out[1] - out[0]) / 3
e_rel, e_rel_p = rel_level(0), rel_level(1)
h, N = 0.15, 80
idx = np.arange(1, N + 1)
rg = h * idx
I, J = np.meshgrid(idx, idx, indexing='ij')
dif = np.where(I == J, 1, I - J)
K = (-1.0)**(I - J) / (2 * h**2) * np.where(I == J, pi**2 / 3 - 1 / (2.0 * I**2),
                                            2.0 / dif**2 - 2.0 / (I + J)**2)   # radial sinc DVR
E1 = eigh(K + np.diag(rg**2 / 8))[0][0]
Ecm = eigh(K / 2 + np.diag(rg**2 / 4))[0][0]
E_num = e_rel + Ecm
close([E1, Ecm], .75, 1e-9); close(e_rel, 1.25, 1e-6)   # Richardson finite-difference accuracy
close(E_num - E1, eps, 1e-6)
assert e_rel_p > e_rel + 0.1

# ---- quadrature of the wavefunction over r2 = r1 + u
mu, wm = leggauss(80)
def cond(s):
    uu, wu = gl(140, max(0.0, s - 11), s + 11)
    U_, M = uu[:, None], mu[None, :]
    r2 = s * s + U_**2 + 2 * s * U_ * M
    W = 2 * pi * (wu * uu**2)[:, None] * wm[None, :] * np.exp(-r2 / 2)
    f = 1 + U_ / 2
    G = np.sum(W * f * f)
    dG = -np.sum(W * f * M)
    vcond = np.sum(W * f * f / U_) / G
    vkin = .5 * (.25 * np.sum(W) / G - dG**2 / (4 * G * G))
    grad2 = .25 - f / 2 * (s * M + U_) + f * f * r2 / 4
    vrest = np.sum(W * (grad2 / 2 + r2 * f * f / 8)) / G - E1
    grad1 = np.sum(W * (.25 + f / 2 * s * M + f * f * s * s / 4))
    return G, vcond, vkin, vrest, grad1
G, vcond, vkin, vrest, grad1 = np.array([cond(s) for s in rg]).T
vol = 4 * pi * rg**2 * h
nq = 2 * C2 * np.exp(-rg**2 / 2) * G
close(nq / dens(rg), 1, 1e-9); close(vol @ nq, 2, 1e-9); close(2 * C2 * cond(0.)[0], n0, 1e-11)
Tq, Vextq, Veeq = vol @ (C2 * np.exp(-rg**2 / 2) * grad1), vol @ (nq * rg**2 / 8), vol @ (nq * vcond / 2)
close([Tq, Vextq, Veeq], [T, Vext, Vee], 1e-9)
close(Tq + Vextq + Veeq, E, 1e-9); close(2 * Tq - 2 * Vextq + Veeq, 0, 1e-9)

# ---- Kohn-Sham potential with no eigenvalue inserted, diagonalized
vhxc_q = vcond + vkin + vrest
close(vhxc_q, eps + inv(rg), 1e-8); close(sum(cond(0.)[1:4]), eps + inv0, 1e-8)
lev, vec = eigh(K + np.diag(rg**2 / 8 + vhxc_q))
orb = np.abs(vec[:, 0])
close(lev[0], eps, 1e-8); close(orb, np.sqrt(vol * dens(rg) / 2), 1e-8)
close(vhxc_q[-1], sum(float(ser[i]) / rg[-1]**i for i in range(1, 11)), 1e-6)  # series cut at x^10
tail, tail_far = rg[-1]**2 * vrest[-1], 400 * cond(20.)[3]
assert abs(tail_far - .5) < abs(tail - .5) and abs(tail_far - .5) < .15
assert 400 * cond(20.)[2] < .01 and abs(400 * (cond(20.)[1] - .05)) < .15

# ---- Ts, U, Ex, Ec
rq, wq = gl(200, 0, 14)
dv = 4 * pi * rq**2 * wq
Ts = dv @ (dens(rq) * (dg(rq) / g(rq) - rq)**2 / 8)
Ts_dvr = 2 * vec[:, 0] @ K @ vec[:, 0]
close(Ts, Ts_dvr, 1e-8); close(Ts, 2 * eps - vol @ (nq * (rg**2 / 8 + vhxc_q)), 1e-8)
def vH(s):
    b, wb = gl(80, s, s + 13)
    v = 4 * pi * np.sum(wb * b * dens(b))
    if s > 0:
        b, wb = gl(80, 0, s)
        v += 4 * pi * np.sum(wb * b * b * dens(b)) / s
    return v
def poisson(n):
    ref = 2 * pi**-1.5 * np.exp(-rg**2)
    return (2 * erf(rg) + solve(2 * K, 4 * pi * rg * (n - ref))) / rg
vHg = np.array([vH(s) for s in rg])
close(vHg, poisson(nq), 1e-8)
U = .5 * vol @ (dens(rg) * vHg)
qq, wqq = gl(120, 0, 14); uu, wu = gl(240, 0, 20)
prob = wu * uu**2 * (1 + uu / 2)**2 * np.exp(-uu**2 / 4)
form = 2 * np.exp(-qq**2 / 4) * (np.sinc(np.outer(qq, uu) / (2 * pi)) @ prob) / prob.sum()
U_four = wqq @ form**2 / pi
close(U, U_four, 1e-8)
Ex, Tc, Uc = -U / 2, T - Ts, Vee - U / 2
Ec = E - Ts - Vext - U - Ex
close(Ec, E_num - Ts_dvr - Vextq - U_four / 2, 1e-6); close(Ec, Tc + Uc, 1e-9)
close(Tc, vol @ (nq * vkin), 1e-8); close(Ec, -0.0385, 5e-5)
vc = lambda s: eps + (inv(s) if s > 0 else inv0) - vH(s) / 2
vcg = eps + inv(rg) - vHg / 2
virial = vol @ (vcg * dens(rg) * (3 + rg * (dg(rg) / g(rg) - rg)))
close(virial, Ec + Tc, 1e-8)
zeros = [brentq(vc, rg[i], rg[i + 1]) for i in range(N - 1) if vcg[i] * vcg[i + 1] < 0]

# ---- restricted Hartree-Fock on the same grid
hcore, nhf, old = K + np.diag(rg**2 / 8), 2 * (2 * pi)**-1.5 * np.exp(-rg**2 / 2), 0.0
for it in range(300):
    co = eigh(hcore + np.diag(poisson(nhf) / 2))[1][:, 0]
    new = 2 * co**2 / vol
    EHF = 2 * co @ hcore @ co + .25 * vol @ (new * poisson(new))
    change, old, nhf = abs(EHF - old), EHF, (nhf + new) / 2
    if change < 1e-12:
        break
assert change < 1e-12 and E < EHF < E - Ec

# ---- output
print(f"1 hartree = {HA:.6f} eV ; 1 bohr = {A0:.6f} angstrom")
print(f"k = {0.25*HA/A0**2:.4f} eV/angstrom^2 ; hbar*omega = {float(sol[0][w])*HA:.4f} eV")
print(f"D = {D:.6f} ; c = {c:.6f} ; sqrt2/(pi D) = {2**.5/(pi*D):.7f} (pure numbers)")
print(f"g(0) = {cond(0.)[0]/(2*pi)**1.5:.6f} (pure number)")
print("series coefficients 1, 1/r, 1/r^2, 1/r^3 (a.u., exact):", ser[:4])
print(f"electron number = {vol @ nq:.8f}")
print(f"rms radius = {np.sqrt(vol @ (nq*rg**2)/2)*A0:.5f} angstrom")
for name, val in [("E(2)", E), ("E(1)", E1), ("E_cm", Ecm), ("eps_rel l=0", e_rel),
                  ("eps_rel l=1", e_rel_p), ("T", T), ("Vext", Vext), ("Vee", Vee), ("U", U),
                  ("U (form factor)", U_four), ("Ts (diagonalized orbital)", Ts_dvr),
                  ("int n v_s", 2 * eps - Ts), ("Tc", Tc), ("Uc", Uc), ("Exc", Ex + Ec),
                  ("Ec+Tc", Ec + Tc), ("-int n r.grad v_c", virial), ("E of KS determinant", E - Ec),
                  ("E_HF", EHF), ("E - E_HF", E - EHF), ("Ec - (E - E_HF)", Ec - E + EHF)]:
    print(f"{name} = {val*HA:.5f} eV")
for name, val in [("eps (diagonalized)", lev[0]), ("Ts", Ts), ("Ex", Ex), ("Ec", Ec)]:
    print(f"MAIN {name} = {val*HA:.5f} eV = {val:.6f} hartree")
print(f"Ec/Ex = {Ec/Ex:.5f} ; -Tc/Ec = {-Tc/Ec:.5f} ; Tc/T = {Tc/T:.5f}")
print("r/angstrom  n/angstrom^-3  v_Hxc/eV  v_x/eV  v_c/eV")
for sa in (0, .5, 1, 2, 4):
    s = sa / A0
    print(f"{sa:.1f}  {(dens(s) if s > 0 else n0)/A0**3:.5e}  {(vc(s)+vH(s)/2)*HA:.4f}"
          f"  {-vH(s)/2*HA:.4f}  {vc(s)*HA:.4f}")
print("zeros of v_c / angstrom:", [round(float(z * A0), 4) for z in zeros])
print(f"max v_c on grid = {vcg.max()*HA:.4f} eV at r = {rg[vcg.argmax()]*A0:.3f} angstrom")
print(f"min v_c on grid = {vcg.min()*HA:.4f} eV at r = {rg[vcg.argmin()]*A0:.3f} angstrom")
print(f"r^2 v_rest/(hartree bohr^2) = {tail:.4f} at {rg[-1]*A0:.3f} angstrom")
print(f"r^2 v_rest/(hartree bohr^2) = {tail_far:.4f} at {20*A0:.3f} angstrom")
print("verified")
```

It prints:

```
1 hartree = 27.211386 eV ; 1 bohr = 0.529177 angstrom
k = 24.2934 eV/angstrom^2 ; hbar*omega = 13.6057 eV
D = 16.862269 ; c = 0.797885 ; sqrt2/(pi D) = 0.0266962 (pure numbers)
g(0) = 3.345769 (pure number)
series coefficients 1, 1/r, 1/r^2, 1/r^3 (a.u., exact): [-5/4, 1, 1/2, -4]
electron number = 2.00000000
rms radius = 0.99741 angstrom
E(2) = 54.42277 eV
E(1) = 20.40854 eV
E_cm = 20.40854 eV
eps_rel l=0 = 34.01423 eV
eps_rel l=1 = 43.80100 eV
T = 18.07972 eV
Vext = 24.16750 eV
Vee = 12.17555 eV
U = 28.03454 eV
U (form factor) = 28.03454 eV
Ts (diagonalized orbital) = 17.28591 eV
int n v_s = 50.74255 eV
Tc = 0.79381 eV
Uc = -1.84172 eV
Exc = -15.06518 eV
Ec+Tc = -0.25410 eV
-int n r.grad v_c = -0.25410 eV
E of KS determinant = 55.47068 eV
E_HF = 55.46875 eV
E - E_HF = -1.04597 eV
Ec - (E - E_HF) = -0.00194 eV
MAIN eps (diagonalized) = 34.01423 eV = 1.250000 hartree
MAIN Ts = 17.28591 eV = 0.635246 hartree
MAIN Ex = -14.01727 eV = -0.515125 hartree
MAIN Ec = -1.04791 eV = -0.038510 hartree
Ec/Ex = 0.07476 ; -Tc/Ec = 0.75752 ; Tc/T = 0.04391
r/angstrom  n/angstrom^-3  v_Hxc/eV  v_x/eV  v_c/eV
0.0  6.02756e-01  19.9002  -19.6322  0.2680
0.5  4.37684e-01  16.9915  -17.5590  -0.5675
1.0  1.52676e-01  12.2763  -13.2210  -0.9447
2.0  1.33466e-03  7.0299  -7.1973  -0.1673
4.0  1.67383e-12  3.6537  -3.5999  0.0538
zeros of v_c / angstrom: [0.2441, 2.7032]
max v_c on grid = 0.2371 eV at r = 0.079 angstrom
min v_c on grid = -0.9768 eV at r = 0.873 angstrom
r^2 v_rest/(hartree bohr^2) = 0.3612 at 6.350 angstrom
r^2 v_rest/(hartree bohr^2) = 0.4105 at 10.584 angstrom
verified
```
